# Trap-free space-charge-limited transient and its current cusp after a voltage step

## Dimensional form of the answer

An insulating film of thickness $L$ and permittivity $\varepsilon$ lies between two plane electrodes. Carriers of mobility $\mu$ enter it from one electrode after the voltage has been raised from zero to $V$. If no other parameter matters, the current density $J(t)$ is a function of $L$, $V$, $\mu$, $\varepsilon$ and $t$.

Take length, time, voltage and charge as independent dimensions. Then $\mu$ has the unit $\mathrm{m^2/(V\,s)}$ and $\varepsilon$ the unit $\mathrm{C/(V\,m)}$. Charge occurs in $\varepsilon$ alone among the four constants, so a time built from them cannot contain $\varepsilon$. The second must come from $1/\mu$, the volt in $1/\mu$ must be cancelled by $1/V$, and the remaining $\mathrm{m^{-2}}$ by $L^2$. A current density needs one factor $\varepsilon$ for the charge and one factor $\mu$ for the inverse second; the volts then require $V^2$ and the metres $L^{-3}$. Hence

$$t_0=\frac{L^2}{\mu V},\qquad J_0=\frac{\varepsilon\mu V^2}{L^3},\qquad J(t)=J_0\,j(t/t_0). \tag{1}$$

Any feature of the transient, such as a cusp, occurs at a pure number times $t_0$. The time $t_0$ is the transit time of a carrier in the undisturbed field $V/L$. The pure number for the cusp differs from 1 because the injected charge changes the field, and finding it requires the equations of motion.

## Model and scaled equations

The carriers are taken as positive and move towards increasing $x$, from the injecting contact at $x=0$ to the collector at $x=L$. There are no traps, no carriers in the film before the step, and no generation or recombination. The mobility is constant, diffusion is neglected, and the voltage source has no series resistance. SI units are used.

Let $E$ be the field and $\rho$ the charge density. Use the scaled variables

$$\xi=\frac{x}{L},\quad s=\frac{t}{t_0},\quad F=\frac{EL}{V},\quad n=\frac{\rho L^2}{\varepsilon V},\quad j=\frac{J}{J_0}. \tag{2}$$

Poisson's equation $\varepsilon\,\partial E/\partial x=\rho$ becomes

$$\frac{\partial F}{\partial \xi}=n. \tag{3}$$

The total current density is the sum of displacement and conduction currents, $J=\varepsilon\,\partial E/\partial t+\mu\rho E$. The first term has the scale $\varepsilon V/(Lt_0)=J_0$, and the second has the scale $\mu(\varepsilon V/L^2)(V/L)=J_0$. Therefore

$$j(s)=\frac{\partial F}{\partial s}+nF=\frac{\partial F}{\partial s}+F\frac{\partial F}{\partial \xi}. \tag{4}$$

The left side does not depend on $\xi$: the $\xi$-derivative of the right side is $\partial n/\partial s+\partial(nF)/\partial\xi$, which vanishes by charge conservation.

The applied voltage fixes the integral of the field,

$$\int_0^1F(\xi,s)\,d\xi=1\qquad(s>0). \tag{5}$$

The injecting contact is an unlimited reservoir. A positive field at its surface would draw more carriers into the film until their charge had screened it. The idealized contact condition is thus

$$F(0,s)=0\qquad(s>0). \tag{6}$$

The current at the contact remains finite because $n$ diverges there while $nF$ does not.

The step itself raises the field from 0 to 1 and sends a capacitive charge $\varepsilon V/L$ per area through the circuit as a spike at $t=0$. In what follows, $j$ is the current after this spike.

## How the injected charge spreads

Just after the step the field is $F=1$ throughout the film, while (6) demands $F=0$ at the contact. By (3), the difference is a sheet of scaled charge 1, that is $\varepsilon V/L$ per area, at $\xi=0$. Within the sheet the field rises from 0 at the rear to 1 at the front. The front carriers move faster, and the sheet opens.

To follow this, move with a carrier. Its scaled velocity is $F$, and by (4) the field it feels changes at the rate $\partial F/\partial s+F\,\partial F/\partial\xi=j$:

$$\frac{d\xi}{ds}=F,\qquad \frac{dF}{ds}=j(s). \tag{7}$$

Define $Q(s)=\int_0^s j\,ds'$ and $P(s)=\int_0^sQ\,ds'$. A carrier of the initial sheet that starts with field $a$, where $0\le a\le1$, has

$$F=a+Q(s),\qquad \xi=as+P(s). \tag{8}$$

At fixed $s$, neighbouring carriers differ by $dF=da$ and $d\xi=s\,da$, so that

$$n=\frac{\partial F}{\partial\xi}=\frac1s,\qquad\text{or}\qquad \rho=\frac{\varepsilon}{\mu t}. \tag{9}$$

The initial sheet becomes a fan of uniform density, whatever the function $j(s)$ may be.

A carrier emitted at a later time $\sigma$ starts with $F=0$, hence

$$F=Q(s)-Q(\sigma),\qquad \xi=\int_\sigma^s[Q(s')-Q(\sigma)]\,ds'. \tag{10}$$

Differentiate with respect to $\sigma$ at fixed $s$. The first relation gives $-j(\sigma)$. In the second, the lower limit contributes nothing because the integrand vanishes there, and the result is $-(s-\sigma)j(\sigma)$. The quotient is

$$n=\frac{1}{s-\sigma}. \tag{11}$$

As $\sigma\to0$, (10) and (11) join the rear edge $a=0$ of the fan, with the same position, field and density.

Ahead of the fan there is no charge. The field there is uniform and, by (4), grows as $1+Q(s)$, which equals the field of the front carrier $a=1$ in (8). The field is therefore continuous everywhere for $s>0$, while the density drops from $1/s$ to 0 at the front. This drop will produce the cusp.

## Current from the collector field

Write $f(s)=F(1,s)$ for the field at the collector. Integrate (4) over the film. The integral of $\partial F/\partial s$ is the time derivative of (5), which is zero. Since $F$ is continuous, the other term integrates to the difference of $F^2/2$ between the ends:

$$j=\tfrac12\left[F(1,s)^2-F(0,s)^2\right]=\tfrac12f^2. \tag{12}$$

This holds before and after carriers reach the collector. Integrating (3) shows in addition that the charge in the film is

$$N=\int_0^1 n\,d\xi=f \tag{13}$$

in units of $\varepsilon V/L$. In this model the current thus follows the stored charge at every instant, as $j=N^2/2$.

In the steady state $F\,dF/d\xi=j$, so $F=\sqrt{2j\xi}$. Condition (5) gives $\tfrac23\sqrt{2j}=1$, hence

$$j_\infty=\tfrac98,\qquad N_\infty=f_\infty=\tfrac32, \tag{14}$$

which is the Mott–Gurney law $J=\tfrac98\varepsilon\mu V^2/L^3$.

## Transit of the front

Until the front arrives, $n=0$ at the collector. Equation (4) at $\xi=1$ then reads $df/ds=j$, and with (12)

$$\frac{df}{ds}=\frac{f^2}{2},\qquad f(0)=1. \tag{15}$$

Separating variables gives $1-1/f=s/2$, so that

$$f=\frac{1}{1-s/2},\qquad j=\frac{1}{2(1-s/2)^2}. \tag{16}$$

The current starts at $j=\tfrac12$, which is $\tfrac49$ of the steady value, and rises. Its growth has a direct cause: as charge moves away from the injecting contact at fixed voltage, the field ahead of it increases, and the contact supplies more charge to keep its own surface field at zero.

The front moves in the uniform field ahead of it, so its position obeys $d\xi_f/ds=f$. With (16) and $\xi_f(0)=0$,

$$\xi_f=\int_0^s\frac{ds'}{1-s'/2}=-2\ln\left(1-\frac s2\right). \tag{17}$$

Arrival means $\xi_f=1$, or $1-s_1/2=e^{-1/2}$. Therefore

$$s_1=2\left(1-e^{-1/2}\right)\approx0.787,\qquad t_1=2\left(1-e^{-1/2}\right)\frac{L^2}{\mu V}. \tag{18}$$

Comparison of (16) and (17) gives $f=e^{\xi_f/2}$: the front starts in the field $V/L$ and arrives in the field $e^{1/2}V/L\approx1.649\,V/L$. From the start onwards its velocity rises above $\mu V/L$, which is why $t_1<t_0$. The divergence of (16) at $s=2$ has no physical role, because (15) ceases to apply at $s_1$.

## The weak-injection limit

The meaning of $t_0$ becomes clear if the contact is replaced by one that releases a sheet of scaled charge $q<1$ at $t=0$ and nothing afterwards. Before arrival the charge in the film stays equal to $q$, so the contact field is $f-q$ instead of zero. The first form of (12) now gives

$$\frac{df}{ds}=j=\tfrac12\left[f^2-(f-q)^2\right]=qf-\tfrac12q^2. \tag{19}$$

The solution with $f(0)=1$ is $f=q/2+(1-q/2)e^{qs}$. To first order in $q$ it is $f=1+qs$, and the front position is $\xi_f=s+qs^2/2$. Setting this equal to 1 yields

$$s_{\text{arrival}}=1-\frac q2+O(q^2). \tag{20}$$

For a vanishing charge the arrival time is $t_0$, and a small charge shortens it in proportion to its amount. The linear form (20) holds for small $q$ only. Integrating the full solution gives $\xi_f=qs/2+(1-q/2)(e^{qs}-1)/q$, and the arrival time is $0.845$ for $q=\tfrac12$ and, from $s+e^s=3$, $0.792$ for $q=1$. A full sheet without later supply thus arrives within 1% of (18): most of the shortening comes from the charge released at the step, and the later supply from the reservoir adds the small remainder.

## Why the current has a cusp

At $s_1$ the density at the collector jumps from 0 to the fan density $1/s_1$. Equation (4) at $\xi=1$, with (9) and (12), becomes

$$\frac{df}{ds}=\frac{f^2}{2}-\frac fs\qquad(s_1<s<s_2), \tag{21}$$

where $s_2$ is the time at which the rear edge of the fan leaves. The field $f$ is continuous at $s_1$, and so is $j=f^2/2$. Its slope is $dj/ds=f\,df/ds$. With $f(s_1)=e^{1/2}$, equations (15) and (21) give

$$\left.\frac{dj}{ds}\right|_{s_1^-}=\frac{e^{3/2}}2\approx2.24,\qquad \left.\frac{dj}{ds}\right|_{s_1^+}=\frac{e^{3/2}}2-\frac{e}{s_1}\approx-1.21. \tag{22}$$

The second slope is negative if $e^{1/2}s_1<2$. By (18) the left side is $2(e^{1/2}-1)$, so the condition is $e^{1/2}<2$, which is true. The current rises up to $t_1$ and falls immediately after it: the arrival of the front is a sharp maximum. Both slopes are finite, so the feature called a cusp is, strictly, a corner.

The height of the maximum is

$$j(s_1)=\frac e2\approx1.359,\qquad \frac{j(s_1)}{j_\infty}=\frac{4e}{9}\approx1.208. \tag{23}$$

The overshoot of 21% above the steady current follows from (13). At arrival the film holds the charge $e^{1/2}\approx1.65$ in units of $\varepsilon V/L$, more than the steady amount $1.5$. Before $t_1$ charge enters and none leaves. From $t_1$ on, the collector removes it, at first faster than the contact supplies it.

## From the cusp to the steady state

Equation (21) is a Bernoulli equation. Put $u=1/f$, so that $du/ds=-f^{-2}df/ds$:

$$\frac{du}{ds}=-\frac12+\frac us,\qquad \frac{d}{ds}\left(\frac us\right)=\frac1s\frac{du}{ds}-\frac{u}{s^2}=-\frac1{2s}. \tag{24}$$

Integration gives

$$\frac1f=s\left(C-\tfrac12\ln s\right),\qquad C=\frac{e^{-1/2}}{s_1}+\tfrac12\ln s_1\approx0.651, \tag{25}$$

where $C$ follows from $1/f=e^{-1/2}$ at $s_1$.

The current is stationary where $df/ds=0$, that is $f=2/s$ by (21). Inserting this in (25) gives $C-\tfrac12\ln s=\tfrac12$, or $\ln s=2C-1$. Since $e^{-1/2}/s_1=1/[2(e^{1/2}-1)]$,

$$s_{\min}=s_1\exp\left(\frac{1}{e^{1/2}-1}-1\right)\approx1.352,\qquad j_{\min}=\frac{2}{s_{\min}^2}\approx1.0935. \tag{26}$$

Differentiating (21) at this point, where $df/ds=0$, leaves $d^2f/ds^2=f/s^2>0$, so it is a minimum. It lies about 3% below the steady current.

These formulas hold while the collector receives carriers of the initial sheet. By (8), the carrier arriving at time $s$ has the label $a=f-Q$. Its rate of change is $da/ds=df/ds-j=-f/s$. The label falls from 1 at $s_1$ to 0 at $s_2$, so

$$\int_{s_1}^{s_2}\frac fs\,ds=1,\qquad s_2\approx1.514. \tag{27}$$

The minimum (26) occurs before $s_2$, as it must for (25) to apply. At $s_2$ the current is $j\approx1.109$. The carriers that follow were emitted just after the step, and their density (11) continues the fan density without a jump. The slope of the current is therefore continuous at $s_2$, and no second corner arises there.

After $s_2$ the density at the collector depends on the emission time of the arriving carriers, and the current was computed numerically. Averaged over windows of width $0.1\,t_0$, it is $j=1.129$ near $2t_0$, slightly above $9/8$, and $1.125$ near $3t_0$ and near $6t_0$. In the computed range, up to about $6t_0$, the largest current is the one at the cusp.

The numerical output printed after this text includes a calculation with discrete charge sheets that move in the Poisson field at fixed voltage and are emitted until the contact field vanishes. It does not use (16)–(27). With 2000 sheets released at the step, the first one arrives at $0.7871\,t_0$, against $0.7869\,t_0$ from (18). Up to $s_2$ the two currents differ by at most about $4\times10^{-4}J_0$.

## A worked example

Take the round parameters $L=1\ \mathrm{\mu m}$, $V=10\ \mathrm V$, $\mu=10^{-10}\ \mathrm{m^2/(V\,s)}$ and relative permittivity 3. Then

$$t_0=\frac{(10^{-6}\ \mathrm m)^2}{10^{-10}\ \mathrm{m^2/(V\,s)}\times10\ \mathrm V}=1.00\ \mathrm{ms},\qquad t_1=0.787\,t_0=0.787\ \mathrm{ms}.$$

The capacitive charge is $\varepsilon V/L=265.6\ \mathrm{\mu C/m^2}$, and the current scale is this charge divided by $t_0$, $J_0=0.2656\ \mathrm{A/m^2}$. The current density starts at $J_0/2=0.133\ \mathrm{A/m^2}$, reaches $1.359\,J_0=0.361\ \mathrm{A/m^2}$ at the cusp and settles at $1.125\,J_0=0.299\ \mathrm{A/m^2}$. The stored charge is $1.649\times265.6=438\ \mathrm{\mu C/m^2}$ at the cusp and $1.5\times265.6=398\ \mathrm{\mu C/m^2}$ in the steady state.

Read in reverse, and within the conditions listed in the next section, a measured cusp time gives the mobility without knowledge of $\varepsilon$ or of the electrode area:

$$\mu=2\left(1-e^{-1/2}\right)\frac{L^2}{Vt_1}. \tag{28}$$

If $t_1$ were inserted for $t_0$ in (1), the mobility would come out too large by the factor $1/s_1=1.27$.

## Conditions for the result

Diffusion adds a parameter, the ratio $\delta=V_T/V$ of the thermal voltage to the applied voltage, and by the opening argument the pure number in (18) could then depend on $\delta$. For carriers obeying the Einstein relation, the scaled diffusion coefficient is $\delta$. The density step at the front then spreads over a length of order $(\delta s_1)^{1/2}L$. In the example at 300 K, $V_T=25.85\ \mathrm{mV}$ and $\delta=0.0026$, so this length is about $0.05L$. Divided by the arrival velocity $1.65\,\mu V/L$, it corresponds to about $0.03\,t_0$. This is an order-of-magnitude estimate, not a solution of the diffusion problem. It indicates that the corner is rounded over a time of order $\delta^{1/2}t_0$, much longer than $\delta\,t_0$. The argument leaves a numerical factor undetermined, so the rounding may be a few times wider than the estimate. It also does not determine how far diffusion shifts the maximum. A shift comparable with the rounding must be allowed for, so in this example (18) and (28) should not be relied on to better than several per cent. Diffusion also changes the currents. At this $\delta$ the current near $1.3\,t_0$ lies some 10 to 17% above the value from (25), depending on the contact, and the peak stands only about 11 to 13% above it instead of 24%. The currents (23) and (26) and those of the worked example are limits for $\delta\to0$.

The other assumptions enter at definite points:

- **Traps.** Trapped carriers contribute to the field but not to the conduction current. The product $nF$ in (4) then no longer equals $F\,\partial F/\partial\xi$, and (12) fails.
- **Limited supply.** The contact must release the charge $\varepsilon V/L$ in a time short compared with $t_0$ and keep its surface field near zero afterwards. Otherwise (6) fails. Equation (19) treats one such case: the arrival time depends mainly on the charge released at the step, while the later supply sets the height of the current.
- **Circuit.** The charging time of the film through the series resistance must be short compared with $t_0$. Otherwise (5) does not hold from the start, and the charging spike overlaps the transient.
- **Mobility.** If $\mu$ depends on the field, the velocity in (7) is no longer proportional to $F$, and both (12) and (17) change. The mobility and field of the example are typical of disordered organic films, where this dependence is common. For $\mu\propto\exp(\gamma\sqrt E)$ with $\gamma\sqrt{V/L}$ between 0.5 and 2, (28) exceeds the mobility at the field $V/L$ by 3 to 10%.
- **Built-in voltage.** $V$ is the voltage across the film. With unlike electrodes it is the applied voltage minus the built-in voltage; ignoring 1 V of 10 V makes (28) too low by 10%.
- **Carriers present before the step.** Their charge per area in the bulk of the film must be small compared with $\varepsilon V/L$. Otherwise the region ahead of the front conducts, and (15) fails. The thin layer that a reservoir contact holds at its surface even at zero bias may exceed $\varepsilon V/L$ and belongs to the reservoir; the part of it beyond a distance $x$ is about $2\varepsilon V_T/x$, or $0.05\,\varepsilon V/L$ for $x=0.1L$ in the example.

## Computed values

```
INPUTS
thickness L = 1.0 micrometre
voltage V = 10.0 V
mobility mu = 1.0e-10 m^2/(V s)
relative permittivity = 3.0
SCALES
t0 = L^2/(mu V) = 1.0000 ms
J0 = eps mu V^2/L^3 = 0.2656 A/m^2
capacitive charge eps V/L = 265.626 microC/m^2
CUSP, FORMULA
t1/t0 = 0.78694
t1 = 0.7869 ms
J just after step = 0.1328 A/m^2
J at cusp = 0.3610 A/m^2
steady J = 0.2988 A/m^2
J(cusp)/J0 = 1.3591
J(cusp)/J(steady) = 1.2081
J(0+)/J(steady) = 0.4444
collector field at cusp / (V/L) = 1.6487
charge at cusp = 437.943 microC/m^2
steady charge = 398.438 microC/m^2
slope dj/ds before cusp = 2.2408
slope dj/ds after cusp = -1.2134
AFTER THE CUSP, FORMULA
constant C = 0.65094
first minimum: t/t0 = 1.3524, J/J0 = 1.0935
end of fan t2/t0 = 1.5138, J/J0 = 1.1086
CHARGE-SHEET SIMULATION
initial sheets: fine 2000, coarse 500
arrival t/t0, fine = 0.78706
arrival t/t0, coarse, other parameters = 0.78742
time of largest current t/t0 = 0.7870
largest J/J0 = 1.3593
charge at arrival / (eps V/L) = 1.6490
front x/L at t/t0 = 0.6: 0.7132
front x/L, formula: 0.7133
fan density times mu t/eps = 1.0000
later density times mu (t-tau)/eps = 1.0014
slopes dj/ds at cusp = 2.218, -1.191
first minimum: t/t0 = 1.352, J/J0 = 1.0935
end of fan t2/t0 = 1.5135
slope change dj/ds at t2 = -0.000
largest |J - formula|/J0 up to t2 = 4.1e-04
mean J/J0 near t/t0 = 2: 1.1289
mean J/J0 near t/t0 = 3: 1.1252
mean J/J0 near t/t0 = 6: 1.1250
USE AND LIMITS
mobility overestimate if t1 is taken for t0: factor 1.2707
thermal voltage at 300 K = 25.85 mV
thermal voltage / V = 0.00259
```
